\section*{Hydrogen polarisability from B-spline pseudostates: bound and continuum parts}

\section{Problem}

A hydrogen atom in its ground state, with a fixed point nucleus and nonrelativistic dynamics, is placed in a weak static field $F$ along $z$. Hartree atomic units are used. The polarisability $\alpha$ is defined by $E(F)=E_1-\tfrac12\alpha F^2+\dots$, with $E_1=-\tfrac12$.

\begin{enumerate}
\item[(a)] Reduce $\alpha$ to a radial problem and find its value in closed form.
\item[(b)] Set up the s and p channels in B-splines on $0\le r\le R$, with wavefunctions vanishing at $R$. Show what the sum over p pseudostates computes, and how its error depends on $R$.
\item[(c)] Find the contributions of the true bound states and of the true continuum.
\item[(d)] Divide the pseudostate sum by the sign of the energy. How far is this from the division in (c), and how can it be improved?
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] The sum over states is the inverse of an operator acting on a known function. Try a polynomial times $e^{-r}$.
\item[(b)] Write the sum over eigenvectors as a matrix inverse. Which two functions must the basis represent?
\item[(c)] The Laplace transform of $r^3\,{}_1F_1(a;4;cr)$ is elementary. The continuum follows from $n\to 1/(ik)$, apart from the normalisation.
\item[(d)] Ask how much polarisability one box level carries at $E=0$, and where a sum over whole levels effectively ends.
\end{enumerate}

\section{Solution}

\subsection*{(a) Radial form and exact value}

The electron has charge $-1$, so the perturbation is $+Fz$. Second-order perturbation theory gives the energy $-F^2\sum_i|\langle i|z|1s\rangle|^2/(E_i-E_1)$, hence
\begin{equation}
\alpha=2\sum_i\frac{|\langle i|z|1s\rangle|^2}{E_i-E_1},
\end{equation}
where the sum includes an integral over the continuum. Write $\psi=uY_{lm}/r$ and
\begin{equation}
h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}-\frac1r,\qquad u_{1s}=2re^{-r}.
\end{equation}
Since $zY_{00}=rY_{10}/\sqrt3$, only p states contribute. With $d_i=\int u_i\,r\,u_{1s}\,dr$, $\Delta_i=E_i-E_1$ and the oscillator strength $f_i$,
\begin{equation}
\alpha=\frac23\sum_i\frac{d_i^2}{\Delta_i}=\sum_i a_i,\qquad f_i=\frac23\Delta_id_i^2,\qquad a_i=\frac{f_i}{\Delta_i^2}.
\label{sum}
\end{equation}
By completeness, $\alpha=\frac23\int\varphi\,r\,u_{1s}\,dr$, where $\varphi$ is the regular, decaying solution of $(h_1+\frac12)\varphi=ru_{1s}=2r^2e^{-r}$. It is unique because no p state has energy $-\frac12$. For $\varphi=Pe^{-r}$ we have $\varphi''=(P''-2P'+P)e^{-r}$, so the equation becomes
\begin{equation}
-\tfrac12P''+P'+\frac{P}{r^2}-\frac Pr=2r^2 .
\end{equation}
Inserting $P=Ar^2+Br^3$, the left side is
\begin{equation}
(-A-3Br)+(2Ar+3Br^2)+(A+Br)-(Ar+Br^2)=(A-2B)r+2Br^2 .
\end{equation}
Thus $B=1$, $A=2$ and $\varphi=(2r^2+r^3)e^{-r}$. Finally
\begin{equation}
\alpha=\frac23\int_0^\infty(4r^4+2r^5)e^{-2r}dr
=\frac23\left(4\,\frac{4!}{2^5}+2\,\frac{5!}{2^6}\right)=\frac23\left(3+\frac{15}4\right)=\frac92 .
\end{equation}
As a volume this is $0.6668$ cubic \aa ngstr\"om.

\subsection*{(b) The B-spline sum}

Splines of degree 7 are placed on breakpoints $r_j=R(j/J)^2$, which are dense near the nucleus. The first and last splines are dropped, so every remaining $B_i$ vanishes at $0$ and $R$. Integration by parts then has no boundary term:
\begin{equation}
H^{(l)}_{ij}=\int_0^R\left[\frac{B_i'B_j'}2+\left(\frac{l(l+1)}{2r^2}-\frac1r\right)B_iB_j\right]dr,\qquad S_{ij}=\int_0^R B_iB_j\,dr .
\end{equation}
Near the origin $B_iB_j$ vanishes at least as $r^2$, so the integrals are finite. Ten-point Gauss quadrature on each interval is exact for the polynomial integrands; away from the origin the factors $1/r$ and $1/r^2$ are smooth and are integrated approximately.

Solve $H^{(l)}c=ESc$ for $l=0$ and $l=1$. The lowest s solution supplies $E_1$ and $u_{1s}$. Let $C$ hold the p eigenvectors as columns, with $C^TSC=1$ and $C^TH^{(1)}C=\mathrm{diag}(E_i)$. Then $C^T(H^{(1)}-E_1S)C=\mathrm{diag}(\Delta_i)$, and inverting gives
\begin{equation}
\sum_i\frac{c_ic_i^T}{\Delta_i}=(H^{(1)}-E_1S)^{-1},\qquad
\alpha_R=\frac23D^T(H^{(1)}-E_1S)^{-1}D,
\end{equation}
with $D_j=\int B_j\,r\,u_{1s}\,dr$. This is the Galerkin solution for $\varphi$, projected on $ru_{1s}$. The total therefore needs a basis that represents $u_{1s}$ and $\varphi$, both short-ranged; individual Rydberg or scattering states need not be correct.

The wall changes both functions. First keep $u_{1s}$ fixed. Let $g$ be the solution of $(h_1+\frac12)g=0$ that is regular at the origin; it grows as $e^r/r$. The solution vanishing at $R$ is $\varphi-[\varphi(R)/g(R)]g$. By Green's identity $\int_0^Rg\,ru_{1s}\,dr=\frac12[\varphi g'-g\varphi']_R$, so the loss in $\alpha$ is
\begin{equation}
\frac23\,\frac{\varphi(R)}{g(R)}\,\frac12\big[\varphi g'-g\varphi'\big]_R
=\frac{\varphi(R)^2}3\left[\frac{g'}g-\frac{\varphi'}\varphi\right]_R\simeq\frac23R^6e^{-2R},
\end{equation}
because the logarithmic derivatives tend to $+1$ and $-1$. The part of the integral for $\alpha$ that lies beyond the wall, $\frac23\int_R^\infty\varphi\,ru_{1s}\,dr\simeq\frac23R^5e^{-2R}$, is also lost but is one power of $R$ lower.

The ground state also acquires a growing part that cancels its tail $2Re^{-R}$ at the wall: $\delta u\simeq-2R^2e^{-2R}\,e^r/r$. As $u_{1s}$ enters $\alpha$ twice, the change is
\begin{equation}
\frac43\int_0^R\varphi\,r\,\delta u\,dr\simeq-\frac83R^2e^{-2R}\int_0^Rr^3dr=-\frac23R^6e^{-2R}.
\end{equation}
Here the free $\varphi$ has been used in place of the box solution. The difference, $\varphi(R)g/g(R)$, is confined to about one bohr from the wall and changes the integral by a term of order $R^5e^{-2R}$. The renormalisation of $u_{1s}$ is set by $\int u_{1s}\,\delta u\,dr$, of order $R^3e^{-2R}$, and the energy shift by $u_{1s}(R)^2$, of order $R^2e^{-2R}$. To leading order at large $R$,
\begin{equation}
\frac92-\alpha_R\simeq\frac43R^6e^{-2R}.
\end{equation}
For $R=10$, 12 and 14 bohr the computed shortfalls are $3.19\times10^{-3}$, $1.72\times10^{-4}$ and $7.8\times10^{-6}$ a.u. Divided by $R^6e^{-2R}$ they give 1.55, 1.52 and 1.50. These lie above $4/3$ and fall slowly with $R$. The terms dropped above are of relative order $1/R$, and three radii do not fix the limit. At $R=40$ bohr the sum is $4.500000$ a.u.

\subsection*{(c) True bound and continuum parts}

Put $u_{n1}=Nr^2e^{-r/n}w$ into $h_1u=-u/(2n^2)$. The result is
\begin{equation}
rw''+\left(4-\frac{2r}n\right)w'+\left(2-\frac4n\right)w=0,
\end{equation}
which in the variable $x=2r/n$ reads $xw_{xx}+(4-x)w_x+(n-2)w=0$. Its regular solution is $w={}_1F_1(2-n;4;x)$, equal to $6L^{(3)}_{n-2}(x)/[n(n^2-1)]$. For $m=n-2$, the three-term recurrence for $xL_m^{(3)}$ has diagonal coefficient $2m+4=2n$, and the norm of $L^{(3)}_m$ with weight $x^3e^{-x}$ is $(m+3)!/m!=n(n^2-1)$. Hence
\begin{equation}
1=\int_0^\infty u_{n1}^2dr=N^2\left(\frac n2\right)^5\frac{36\cdot2n}{n(n^2-1)}
\quad\Rightarrow\quad N^2=\frac{4(n^2-1)}{9n^5}.
\end{equation}

For the dipole integral, integrate the series of ${}_1F_1$ term by term and sum the resulting binomial series:
\begin{equation}
\int_0^\infty r^3e^{-sr}{}_1F_1(a;4;cr)\,dr=6s^{a-4}(s-c)^{-a}.
\end{equation}
Applying $-d/ds$ supplies another factor $r$:
\begin{equation}
d=2N\cdot6s^{a-4}(s-c)^{-a}\left[\frac{4-a}s+\frac a{s-c}\right].
\label{dip}
\end{equation}
Here $a=2-n$, $c=2/n$, $s=(n+1)/n$ and $s-c=(n-1)/n$. The bracket is
\begin{equation}
n\,\frac{(n+2)(n-1)+(2-n)(n+1)}{n^2-1}=\frac{2n^2}{n^2-1},
\end{equation}
so $d_n=24Nn^6(n-1)^{n-3}/(n+1)^{n+3}$. With $\Delta_n=(n^2-1)/(2n^2)$,
\begin{equation}
f_n=\frac{n^2-1}{3n^2}d_n^2=\frac{256}3\,\frac{n^5(n-1)^{2n-4}}{(n+1)^{2n+4}} .
\end{equation}
For 2p, $f_2=0.4162$ and $\Delta_2=0.375$ hartree, so $a_2=0.4162/0.375^2=2.960$ a.u.

For $E=k^2/2>0$ set $n=1/(ik)$. Then $a=2+i/k$, $s=1+ik$, $s-c=1-ik$, and the bracket in (\ref{dip}) becomes $2/(1+k^2)$. The powers combine to
\begin{equation}
(1+ik)^{-2+i/k}(1-ik)^{-2-i/k}=\frac{e^{-2\arctan(k)/k}}{(1+k^2)^2},
\end{equation}
since $\ln(1+ik)-\ln(1-ik)=2i\arctan k$. The series converges for small $k$, and analytic continuation extends the result to all $k>0$. Thus $d_k=24N_ke^{-2\arctan(k)/k}/(1+k^2)^3$.

The normalisation now comes from large $r$. The two asymptotic terms of ${}_1F_1$ are complex conjugates after multiplication by $e^{-ikr}$, and they give a sine wave of amplitude $3N_ke^{-\pi/(2k)}/(k^2|\Gamma(2+i/k)|)$. Normalisation to $\delta(E-E')$ requires amplitude $\sqrt{2/(\pi k)}$. Using $|\Gamma(2+i/k)|^2=(1+k^{-2})(\pi/k)/\sinh(\pi/k)$,
\begin{equation}
N_k^2=\frac{2k^3}{9\pi}e^{\pi/k}|\Gamma(2+i/k)|^2=\frac{4(1+k^2)}{9(1-e^{-2\pi/k})}.
\end{equation}
Multiplying $d_k^2$ by $\frac23\Delta=(1+k^2)/3$ gives
\begin{equation}
\frac{df}{dE}=\frac{256}3\,\frac{e^{-4\arctan(k)/k}}{(1+k^2)^4(1-e^{-2\pi/k})}.
\label{cont}
\end{equation}
Summing and integrating numerically with weight $1/\Delta^2$,
\begin{equation}
\alpha_{\rm b}=\sum_{n\ge2}\frac{f_n}{\Delta_n^2}=3.6633,\qquad
\alpha_{\rm c}=\int_0^\infty\frac{df/dE}{(E+\frac12)^2}dE=0.8367 .
\end{equation}
They add to $4.5000$ a.u.; the bound share is $81.4\%$.

\subsection*{(d) Dividing the pseudostates}

Near threshold the discrete and continuous spectra join smoothly. As $n\to\infty$, $n^3f_n\to\frac{256}3e^{-4}$, and the level spacing is $n^{-3}$. The strength per unit energy is thus $\frac{256}3e^{-4}$, which is also the limit $k\to0$ of (\ref{cont}). Dividing by $\Delta^2=\frac14$ gives the polarisability per unit energy at threshold,
\begin{equation}
\rho_0=\frac{1024}{3e^4}=6.252\ \text{a.u. per hartree}.
\end{equation}

Inside the atom a box state at energy $E$ is proportional to the energy-normalised function $u_E$. Semiclassically $u_E$ has amplitude $\sqrt{2/(\pi p)}$, with $p$ the local momentum, so its mean square is $1/(\pi p)$ and
\begin{equation}
\int_0^Ru_E^2\,dr\simeq\frac1\pi\int_0^R\frac{dr}p=\frac{d\nu}{dE},
\end{equation}
where $\nu$ counts levels. Normalising the state to one in the box divides its strength by $d\nu/dE$: a pseudostate represents a slice of the spectrum one level spacing wide. At $E=0$, neglecting the centrifugal term, $p=\sqrt{2/r}$ and
\begin{equation}
\frac{d\nu}{dE}\simeq\frac{\sqrt2\,R^{3/2}}{3\pi},\qquad
a_{\rm thr}\simeq\frac{3\pi\rho_0}{\sqrt2\,R^{3/2}} .
\end{equation}
This predicts $0.165$, $0.0582$ and $0.0206$ a.u. at $R=40$, 80 and 160 bohr. The spline levels, interpolated to $E=0$, carry $0.155$, $0.0568$ and $0.0203$ a.u.

Let $m$ be the last level with $E<0$. A sum of whole levels up to $m$ corresponds, by the midpoint rule, to an integral up to $\nu=m+\frac12$. Threshold lies at some $\nu_0$ between $m$ and $m+1$, so the raw cut errs by about $(m+\frac12-\nu_0)a_{\rm thr}$, at most about half a level. The total converges exponentially, whereas the envelope of this error falls only as $R^{-3/2}$.

The remedy is to count the last level by half. The quantity
\begin{equation}
S_i=\sum_{j<i}a_j+\frac{a_i}2
\end{equation}
approximates, by the trapezoidal rule, the polarisability accumulated up to $E_i$. Linear interpolation of $S_i$ to $E=0$ estimates $\alpha_{\rm b}$. In a.u., each error being the difference from $\alpha_{\rm b}=3.66326$ of part (c), formed before rounding:
\begin{center}
\begin{tabular}{ccccc}
$R$ (bohr) & raw $E<0$ & error & interpolated & error\\
40 & 3.6593 & $-0.0040$ & 3.6596 & $-0.0036$\\
80 & 3.6429 & $-0.0203$ & 3.6636 & $+0.0004$\\
160 & 3.6699 & $+0.0066$ & 3.6634 & $+0.0002$
\end{tabular}
\end{center}
The raw error is not monotonic, since it depends on where threshold falls between two levels. At $R=40$ bohr these levels lie at $-0.0122$ and $+0.0130$ hartree, so threshold is almost midway: the raw cut happens to be good, and interpolation hardly changes it.

The four negative levels at $R=40$ bohr show what the pseudostates are. The first two agree with the free 2p and 3p energies to about $10^{-6}$ hartree. The third lies at $-0.0307$ instead of $-0.0313$ hartree, and the fourth at $-0.0122$ instead of $-0.0200$ hartree. The classical outer turning point of free 5p, $n^2+n\sqrt{n^2-2}\approx49$ bohr, is beyond the wall. Their contributions still add as
\begin{equation}
2.9596+0.4005+0.1495+0.1497=3.6593\ \text{a.u.},
\end{equation}
close to the full bound sum, although no box state represents the infinite Rydberg series individually.

The numerical check checks the closed forms and both divisions numerically. For the wall error it checks only that the shortfall is positive and that its ratio to $R^6e^{-2R}$ varies by less than a factor 1.5 over the three radii; this confirms the exponential decay but neither the power of $R$ nor the coefficient $4/3$.

\section{Variations}

\subsection*{Variation 1: the oscillator-strength sum}

\emph{Find $\sum_if_i$ and explain why its continuum share differs from that of $\alpha$.}

By completeness, $\sum_if_i=\frac23\int ru_{1s}(h_1-E_1)(ru_{1s})\,dr$. Since $(ru)''=ru''+2u'$ and $(h_0-E_1)u_{1s}=0$,
\begin{equation}
(h_1-E_1)(ru_{1s})=-u_{1s}'+\frac{u_{1s}}r .
\end{equation}
Integration by parts gives $-\int ru_{1s}u_{1s}'dr=\frac12\int u_{1s}^2dr=\frac12$, so the sum is $\frac23(\frac12+1)=1$. The closed forms of part (c) divide it into $0.5650$ bound and $0.4350$ continuum. The continuum has $43.5\%$ of the strength but $18.6\%$ of $\alpha$, because the weight $1/\Delta^2$ is smaller at its larger excitation energies.

\subsection*{Variation 2: photoabsorption strength from one pseudostate}

\emph{Estimate $df/dE$ from a positive-energy pseudostate.}

By part (d), $f_i\simeq(df/dE)/(d\nu/dE)$. A centred difference gives $dE/d\nu\simeq(E_{i+1}-E_{i-1})/2$, hence
\begin{equation}
\frac{df}{dE}\bigg|_{E_i}\simeq\frac{2f_i}{E_{i+1}-E_{i-1}} .
\end{equation}
At $R=80$ bohr one level lies at $E=0.2093$ hartree, with $f=0.016847$ and width $0.027842$ hartree. The quotient is $0.6051$ per hartree, and (\ref{cont}) gives the same to four digits. For all levels between $0.05$ and $0.8$ hartree the largest deviation is $0.03\%$. The estimate requires levels dense enough for the centred difference and splines fine enough to resolve the wave out to the wall; the highest pseudostates of a finite basis do not meet the second condition.

\section*{Table of computed values}
\begin{verbatim}
exact polarisability = 4.500000 a.u.
same, as a volume = 0.66683 cubic angstrom
exact bound part = 3.663258 a.u.
exact continuum part = 0.836742 a.u.
bound share of polarisability = 81.41 %
oscillator strength: bound 0.565004, continuum 0.434996
k=0.5 a.u.: df/dE = 0.856256 per hartree (direct integral)
k=1.0 a.u.: df/dE = 0.230905 per hartree (direct integral)
R=10 bohr: total 4.496814 a.u., shortfall 3.186e-03 a.u., shortfall/(R^6 e^-2R) 1.546
R=12 bohr: total 4.499828 a.u., shortfall 1.718e-04 a.u., shortfall/(R^6 e^-2R) 1.524
R=14 bohr: total 4.499992 a.u., shortfall 7.827e-06 a.u., shortfall/(R^6 e^-2R) 1.503
threshold density rho0 = 6.25174 a.u. per hartree
R=40 bohr: E_1s -0.5000000 hartree, total 4.5000000 a.u., 4 of 125 p states have E<0
  raw split: E<0 3.65931, E>0 0.84069 a.u.; error of E<0 part -0.00395 a.u.
  interpolated split: 3.65963, 0.84037 a.u.; error -0.00363 a.u.
  one level at threshold: 0.15518 a.u., semiclassical 0.16469 a.u.
  lowest p states at R=40: n, E, free-atom E (hartree), f, part of alpha (a.u.)
  2 -0.125000 -0.125000 0.416197 2.959621
  3 -0.055555 -0.055556 0.079118 0.400531
  4 -0.030710 -0.031250 0.032916 0.149461
  5 -0.012211 -0.020000 0.035618 0.149695
  6 +0.013028 -0.013889 0.042386 0.161041
  7 +0.045677 -0.010204 0.044736 0.150239
  8 +0.085267 -0.007812 0.043979 0.128392
R=80 bohr: E_1s -0.5000000 hartree, total 4.5000000 a.u., 6 of 125 p states have E<0
  raw split: E<0 3.64294, E>0 0.85706 a.u.; error of E<0 part -0.02032 a.u.
  interpolated split: 3.66362, 0.83638 a.u.; error +0.00036 a.u.
  one level at threshold: 0.05682 a.u., semiclassical 0.05823 a.u.
  pseudostate E=0.20931 hartree: f 0.016847, width 0.027842 hartree
  f/width 0.60508, exact df/dE 0.60506 per hartree
  largest deviation for 0.05<E<0.8 hartree: 0.029 %
R=160 bohr: E_1s -0.5000000 hartree, total 4.5000000 a.u., 10 of 125 p states have E<0
  raw split: E<0 3.66988, E>0 0.83012 a.u.; error of E<0 part +0.00662 a.u.
  interpolated split: 3.66343, 0.83657 a.u.; error +0.00017 a.u.
  one level at threshold: 0.02034 a.u., semiclassical 0.02059 a.u.
  1s-2p strength: spline 0.416197, closed form 0.416197
\end{verbatim}
